# Height variance of flat one-dimensional Kardar-Parisi-Zhang growth

## Problem

A one-dimensional surface of height \(h(x,t)\) starts flat on an unbounded line and grows according to

\[
\partial_t h=\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta ,\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t'),
\]

up to a constant velocity. Two quantities are given. One is the magnitude \(k=|\lambda|>0\). The other is the amplitude \(A\) of the squared height difference in the stationary state, \(\langle[h(x)-h(0)]^2\rangle=A|x|\).

(a) Estimate the variance of the height at one point at late times. (b) Find its numerical prefactor. (c) Test the prediction on a single-step model with \(A\neq1\).

The factor \(1/2\) in the nonlinear term fixes the meaning of \(k\). The sign of \(\lambda\) does not matter: \(h\to-h\) reverses it and leaves the variance unchanged. Deposition in the single-step model has \(\lambda<0\); its mirror image, etching, has \(\lambda>0\).

## First estimate by scaling

Suppose that at time \(t\) the surface has reached its stationary roughness up to a lateral length \(\ell\). Heights then differ by about \(\sqrt{A\ell}\) over that length, and the slope is about \(\sqrt{A/\ell}\). The nonlinear term changes the local velocity by \((k/2)(A/\ell)\). The length \(\ell\) is reached when this velocity, acting for the time \(t\), produces the height difference itself:

\[
\frac{kA}{2\ell}\,t=\sqrt{A\ell}\quad\Rightarrow\quad \ell=\Big(\frac{k\sqrt A\,t}{2}\Big)^{2/3},\qquad
\mathrm{Var}\,h\approx A\ell=\Big(\frac{kA^2t}{2}\Big)^{2/3}.
\]

Dimensions give the same form. \(A\) is a height²/length and \(k\) a length²/(height·time), so \(kA^2t\) is a height³, and \((kA^2t)^{2/3}\) is the only product of powers of \(A\), \(k\), \(t\) with the dimension height². If late-time growth depends on the model through \(A\) and \(k\) alone, then

\[
\mathrm{Var}\,h\simeq c\,\Big(\frac{kA^2t}{2}\Big)^{2/3}, \tag{1}
\]

with a pure number \(c\), for which the estimate puts 1. That premise is the universality hypothesis. Granting it, \(c\) can be taken from any solvable model with a flat start.

## Exact solution

### A solvable model

Neighbouring heights differ by \(\pm1\), and each local minimum rises by 2 at rate 1. On a ring, a configuration is left at a rate equal to its number of minima. It is entered at a rate equal to its number of maxima, since each maximum may have been the last site to rise. The two numbers are equal on a ring, so all configurations of given mean slope \(u\) are equally likely in the stationary state. On a long ring the slopes are therefore independent, with probabilities \((1\pm u)/2\). At \(u=0\) the squared height difference over \(|x|\) sites is \(|x|\), so \(A=1\). A minimum is a down-step followed by an up-step, hence

\[
v(u)=2\cdot\frac{1-u}{2}\cdot\frac{1+u}{2}=\frac{1-u^2}{2}.
\]

In the growth equation a uniform slope adds \(\lambda u^2/2\) to the velocity, so \(\lambda=v''(0)=-1\) and \(k=1\).

### Arrival times

Start with height 0 on even sites and 1 on odd sites. Let \(G_N\) be the time at which a site reaches height \(N+1\). It can do so only after both neighbours have reached height \(N\), and then waits an exponential time \(\omega\) of mean 1:

\[
G_N=\max(G_{N-1}^{\rm left},G_{N-1}^{\rm right})+\omega ,\qquad G_0=0 .
\]

Unrolled, \(G_N\) is the largest sum of weights along a path through a triangle with rows of \(1,2,\dots,N\) weights. Place the triangle in the cells \(i+j\le N+1\) of an \(N\times N\) square. The path starts at cell \((1,1)\), moves down or right, and ends on the antidiagonal.

### Law of the longest path

First take weights that are non-negative integers off the antidiagonal and non-negative multiples of \(\tfrac12\) on it. Reflect the triangle in the antidiagonal to fill the square, and double the antidiagonal weights. The square then runs over all matrices of non-negative integers that are symmetric about the antidiagonal. A path from corner to corner crosses the antidiagonal once, and the best second half mirrors the best first half. The longest path of the square is thus twice that of the triangle, and so is the total weight.

The Robinson-Schensted-Knuth correspondence is borrowed here as a classical theorem. It maps integer matrices one-to-one to pairs \((P,Q)\) of semistandard tableaux of a common shape \(\mu_1\ge\dots\ge\mu_N\ge0\), where \(\sum\mu_i\) is the total weight and \(\mu_1\) the longest path. Transposition exchanges \(P\) and \(Q\). Rotation by 180° applies an involution \(E\) to both. Reflection in the antidiagonal does both, giving \((EQ,EP)\). A symmetric matrix therefore has \(Q=EP\), with \(P\) free. The number of tableaux \(P\) of shape \(\mu\) is

\[
\prod_{i<j}\frac{\mu_i-\mu_j+j-i}{j-i}.
\]

This consequence was tested by enumeration for \(N=4\). The 4191 triangles whose doubled total is at most 8 have the predicted number for every total and every longest path.

For exponential weights, let the integers be \(\omega/\epsilon\) off the antidiagonal and \(2\omega/\epsilon\) on it, with \(\epsilon\to0\). The total is \(2\sum\omega/\epsilon\), so the probability factor \(e^{-\sum\omega}\) equals \(e^{-\epsilon\sum\mu_i/2}\). With \(x_i=\epsilon\mu_i/2\) the shifts \(j-i\) become negligible, and

\[
\rho(x_1,\dots,x_N)\propto\prod_{i<j}|x_i-x_j|\prod_ie^{-x_i},\qquad G_N=\max_i x_i. \tag{2}
\]

This is a Laguerre orthogonal ensemble. For \(N=2\) it can be checked by hand. From (2), the density of the larger variable is proportional to

\[
e^{-g}\int_0^g(g-y)e^{-y}dy=e^{-g}(g-1+e^{-g}),
\]

whose integral is \(1/2\). Directly, \(G_2\) is one waiting time plus the larger of two others:

\[
P(G_2\le t)=\int_0^te^{-x}\big(1-e^{-(t-x)}\big)^2dx=1-2te^{-t}-e^{-2t}.
\]

Its derivative is \(2e^{-t}(t-1+e^{-t})\), in agreement.

### Height variance at finite time

Let \(\phi_n(x)=e^{-x}L_n(2x)\), \(n=0,\dots,N-1\), with Laguerre polynomials \(L_n\). Since \(L_n\) has degree \(n\), \(\det[\phi_i(x_j)]\) is proportional to \(\prod_{i<j}(x_j-x_i)\prod e^{-x_i}\). Take \(N\) even. For increasing \(x_i\), the Pfaffian of the matrix \(\mathrm{sgn}(x_j-x_i)\) is 1: subtracting its second row and column from the first leaves one nonzero entry, 1, in the first row, and the argument repeats. For other orders the Pfaffian is the sign of the permutation. Hence

\[
\int_{x_1<\dots<x_N\le t}\det[\phi_i(x_j)]=\frac1{N!}\int_{[0,t]^N}\det[\phi_i(x_j)]\,\mathrm{Pf}[\mathrm{sgn}(x_j-x_i)].
\]

The \(N!/(2^{N/2}(N/2)!)\) pairings in the Pfaffian contribute equally. Expanding the determinant for one pairing gives \(2^{N/2}(N/2)!\,\mathrm{Pf}\,M\). The factors cancel, and the integral is \(\mathrm{Pf}\,M(t)\), with

\[
M_{ij}(t)=\int_0^t\!\!\int_0^t\mathrm{sgn}(y-x)\,\phi_i(x)\phi_j(y)\,dx\,dy .
\]

For the normalization, \(L_n'-L_{n-1}'=-L_{n-1}\) gives \((\phi_n-\phi_{n-1})'=-(\phi_n+\phi_{n-1})\). Since \(\phi_n-\phi_{n-1}\) vanishes at 0 and at infinity,

\[
\int_0^\infty\mathrm{sgn}(y-x)\,[\phi_n+\phi_{n-1}](y)\,dy=2[\phi_n-\phi_{n-1}](x).
\]

With \(\int_0^\infty\phi_i\phi_j\,dx=\delta_{ij}/2\) this means \(M_{in}+M_{i,n-1}=\delta_{in}-\delta_{i,n-1}\) at \(t=\infty\). As \(M_{ii}=0\), the solution is \(M_{ij}(\infty)=(-1)^{i+j}\mathrm{sgn}(j-i)\). The signs \((-1)^{i+j}\) drop out of the determinant, which is 1. Because \((\mathrm{Pf}\,M)^2=\det M\),

\[
F_N(t)\equiv P(G_N\le t)=\sqrt{\det M(t)}\qquad(N\text{ even}). \tag{3}
\]

At \(N=2\), \(t=3\) this agrees with the direct integral, 0.698799.

An odd site has \(h=1+2K\), where \(K\ge m\) means that layer \(2m\) has arrived. Therefore

\[
\langle K\rangle=\sum_{m\ge1}F_{2m},\quad \langle K^2\rangle=\sum_{m\ge1}(2m-1)F_{2m},\quad \mathrm{Var}\,h=4\big(\langle K^2\rangle-\langle K\rangle^2\big). \tag{4}
\]

### The constant

With \(u=2x\), the function \(\phi_n\) obeys

\[
u\phi''+\phi'+\Big(n+\tfrac12-\tfrac u4\Big)\phi=0 .
\]

Near the turning point put \(u=4n+2+\xi\). For large \(n\) the first-derivative term is negligible and \(\phi''\approx\xi\phi/(16n)\), an Airy equation of width \((16n)^{1/3}\) in \(u\), or \((2n)^{1/3}\) in \(x\). The largest \(x_i\) with \(n\approx N\) is thus

\[
G_N\approx2N+(2N)^{1/3}\chi .
\]

That \(\chi\) follows the GOE Tracy-Widom law is the second borrowed theorem, the edge limit of orthogonal ensembles. Its distribution is \(F_1(s)=\det(1-B_s)\), where \(B_s\) has the kernel \(\mathrm{Ai}(x+y+s)\) on \(x,y>0\). Numerical evaluation gives \(\mathrm{Var}\,\chi=1.6078\).

To pass from arrival times to heights, choose \(N=t/2-\tfrac12t^{1/3}s\). Then \(t=2N+t^{1/3}s\), and to leading order \(P(h\ge N+1)=P(G_N\le t)\to F_1(s)\). Consequently

\[
h\approx\frac t2-\frac12t^{1/3}\chi=\frac t2-2^{-2/3}\Big(\frac t2\Big)^{1/3}\chi .
\]

The minus sign is that of \(\lambda\). Here \(kA^2/2=1/2\), so comparison with (1) gives

\[
c=2^{-4/3}\,\mathrm{Var}\,\chi=0.3969\times1.6078=0.638,
\]

\[
\boxed{\ \mathrm{Var}\,h\simeq0.638\,\Big(\frac{kA^2t}{2}\Big)^{2/3}\ }
\]

Equations (3) and (4) give \(c\) without the edge theorem. The variance is 11.697 at \(t=150\), 18.363 at \(t=300\) and 28.944 at \(t=600\). The increase from first to last, divided by that of \((t/2)^{2/3}\), is 0.6381. The variance lies above the law by 0.349, 0.350 and 0.351 height units squared, so at these times the correction is nearly constant and its relative weight falls as \(t^{-2/3}\). Random sampling of the arrival-time recursion at \(t=300\) gave \(18.18\pm0.25\), in agreement with 18.363.

## A model with different \(A\) and \(k\)

The model above has \(A=k=1\) and cannot test how (1) depends on \(A\). Now let all minima be updated in parallel, each rising with probability \(p\) per step.

The stationary weight of a configuration with \(m\) minima is \((1-p)^{-m}\). To see this, let a set of \(r\) minima rise, with probability \(p^r(1-p)^{m-r}\). Weight times probability is \([p/(1-p)]^r\). The predecessors of a configuration with \(m'\) maxima are found by lowering any subset of them, so the inflow is

\[
\sum_r\binom{m'}{r}\Big(\frac p{1-p}\Big)^r=(1-p)^{-m'},
\]

which is the configuration's own weight, since maxima and minima are equal in number. The full transition matrix of an 8-site ring, at two mean slopes, confirmed the weights to rounding error.

Every minimum and every maximum is a pair of unlike neighbouring slopes, and the two are equal in number. A configuration with \(m\) minima thus has \(2m\) unlike pairs, and each pair has weight \(z=(1-p)^{-1/2}\). With a field \(f\) that sets the mean slope, the transfer matrix has diagonal elements \(e^{\pm f}\) and off-diagonal elements \(z\). Its larger eigenvalue is \(\Lambda=\cosh f+R\), with \(R=\sqrt{\sinh^2f+z^2}\). Then

\[
u=\frac{\partial\ln\Lambda}{\partial f}=\frac{\sinh f}{R},\qquad A=\frac{du}{df}\Big|_{0}=\frac1z=\sqrt{1-p},
\]

because the second derivative of \(\ln\Lambda\) is the variance of the summed slopes per site. The density of minima is \(\tfrac12z\,\partial_z\ln\Lambda=z^2/(2R\Lambda)\), so \(v=pz^2/(R\Lambda)\). From \(u=\sinh f/R\) follow \(R^2=z^2/(1-u^2)\) and \(\cosh^2f=S^2/(1-u^2)\) with \(S^2=1-u^2+u^2z^2\). Hence

\[
v=\frac{pz(1-u^2)}{z+S}=\frac{pz(z-S)}{z^2-1}=1-\frac Sz=1-\sqrt{1-p(1-u^2)} .
\]

The second form uses \(z^2-S^2=(z^2-1)(1-u^2)\), the third \(z^2-1=pz^2\). The curvature at \(u=0\) gives \(\lambda=-p/\sqrt{1-p}\).

For \(p=3/4\), a round model value, \(A=1/2\) and \(k=3/2\) in lattice units. Simulated velocities were 0.501 at slope 0 and 0.340 at slope 0.5, against 0.500 and 0.339 from the formula.

## Comparison

The combination in (1) is \(kA^2/2=1.5\times0.25/2=0.1875\) height units cubed per step. After 2000 steps the scaling estimate is \((0.1875\times2000)^{2/3}=375^{2/3}=52.0\), and the law with its constant gives \(0.638\times52.0=33.2\). The surface was simulated directly on 20 independent rings of 65 536 sites. Variances are in height units squared, with one standard error:

| Steps | Scaling estimate | Law, \(c=0.638\) | Simulation |
|---|---|---|---|
| 250 | 13.0 | 8.30 | 8.49 ± 0.05 |
| 500 | 20.6 | 13.17 | 13.37 ± 0.14 |
| 1000 | 32.8 | 20.90 | 21.03 ± 0.24 |
| 2000 | 52.0 | 33.18 | 32.4 ± 0.5 |

The scaling estimate has the right power of time and is too large by the factor \(1/0.638=1.57\). The full law agrees with the simulation to within 2.4 % of the prediction at all four times. At 250 steps the excess of 0.20 is about four standard errors, so it is a real finite-time correction, of the same sign and order as the offset in the continuous-time model. At 2000 steps the simulation is 1.5 standard errors low.

The increase from 250 to 2000 steps, in which a constant offset cancels, gives \(c=0.613\pm0.013\). This is 1.9 standard errors below 0.638: compatible, but not a precise confirmation. The precise value rests on the solvable model; the simulation supports its transfer to one other pair of \(A\) and \(k\) at the level of a few per cent.

The data do exclude two alternatives at 2000 steps. Writing \(A\) in place of \(A^2\) would give 52.7. The constant 0.813 (GUE Tracy-Widom), which belongs to curved fronts grown from a point, would give 42.3. The initial shape therefore matters even at late times.

## Where the law fails

**Early times or weak nonlinearity.** For \(\lambda=0\) each Fourier mode relaxes independently, and with \(A=D/\nu\)

\[
\mathrm{Var}\,h=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{A}{q^2}\big(1-e^{-2\nu q^2t}\big)=A\sqrt{\frac{2\nu t}{\pi}} .
\]

Equating this with (1) gives a crossover time of about \(60\,\nu^3/(k^4A^2)\). The factor is large because the ratio of the two prefactors, about 2, enters to the sixth power. The \(t^{2/3}\) law needs much later times, and as \(k\to0\) it is never reached.

**Finite length.** On a ring of length \(L\) the variance about the ring's own mean height saturates at

\[
\sum_{q\ne0}\frac{A}{Lq^2}=\frac{2A}{L}\Big(\frac{L}{2\pi}\Big)^2\frac{\pi^2}{6}=\frac{AL}{12}.
\]

For the rings used here this is about 2700, far above 33. The lateral length \(\mathrm{Var}\,h/A\) is 66 sites after 2000 steps. Heights stay correlated over a few times this distance, roughly 300 sites, which is still less than a hundredth of the ring.

**Real growth.** The example is a lattice model, and its units stand for no particular material. The law concerns a one-dimensional front with short-ranged noise. The surface of an epitaxial film is two-dimensional, where neither the exponent \(2/3\) nor the constant 0.638 applies, so the formula must not be used for film roughness. Noise with long-range correlations also lies outside the derivation.

## Computed values

```
All quantities in lattice units (height unit, site, time unit or step)
Variance of GOE Tracy-Widom law: 1.60778
Flat constant c = 2^(-4/3) x that: 0.63805
Curved-front constant (GUE variance): 0.81319
Integer triangles counted, N=4, total<=8: 4191
P(layer 2 arrived by t=3): 0.698799
Continuous-time model, A=1, k=1: exact height variance
  t=150: exact 11.6965, law 11.3473, offset +0.3491 height^2
  t=300: exact 18.3630, law 18.0128, offset +0.3502 height^2
  t=600: exact 28.9444, law 28.5935, offset +0.3509 height^2
c from exact variance increment, t=150 to 600: 0.6381
Simulated variance at t=300: 18.175 +- 0.249 height^2
Parallel model: p = 0.75
Largest error of stationary weight, 8-site rings: 1.0e-17
A: formula 0.5000, transfer matrix 0.5000 height^2/site
lambda: formula -1.5000, transfer matrix -1.5000 site^2/(height step)
Velocity, slope 0: formula 0.5000, simulated 0.5013 height/step
Velocity, slope 0.5: formula 0.3386, simulated 0.3402 height/step
k A^2/2 = 0.1875 height^3/step
Rings: 20, sites per ring: 65536
  t=250 steps: (kA^2t/2)^(2/3)=13.001, predicted 8.295, simulated 8.491 +- 0.048 height^2, ratio 1.024
  t=500 steps: (kA^2t/2)^(2/3)=20.637, predicted 13.167, simulated 13.370 +- 0.139 height^2, ratio 1.015
  t=1000 steps: (kA^2t/2)^(2/3)=32.759, predicted 20.902, simulated 21.033 +- 0.238 height^2, ratio 1.006
  t=2000 steps: (kA^2t/2)^(2/3)=52.002, predicted 33.180, simulated 32.385 +- 0.513 height^2, ratio 0.976
Predicted rms height at last time: 5.760 height units
c from simulated increment, t=250 to 2000: 0.6127 +- 0.0132
Arrival-time recursion at t=250: 8.497 +- 0.139 height^2
Wrong choice, curved constant, last time: 42.288 height^2
Wrong choice, A instead of A^2, last time: 52.670 height^2
Lateral length Var h/A at last time: 66.4 sites
Ring length / lateral length: 988
```
